# Spin-flip and dd amplitudes in L₃ RIXS of a Cu²⁺ ion: test program

```python
# Cu L3 RIXS of a single 3d9 ion: 2p6 3d9 -> 2p5 3d10 -> 2p6 3d9 (dipole, radial integral R=1).
# Result under test (hole alpha -> beta, e = incoming polarization, u = conj(outgoing), C = u x e):
#   A = (2/15)[(2 G3+G2) a'.a - i (G3-G2) sigma.(a' x a)],  a = Q_alpha e, a' = Q_beta u,
#   d = sqrt(15/8pi) r.Q.r, G3 = 1/(w+i Gam), G2 = 1/(w-D23+i Gam).
# For x2-y2 -> x2-y2 the flip amplitude is |C_z| sin(theta)/15, zero for spin along z.
# With 3d spin-orbit zeta the doublet flip operator is (2/15) i kappa (Cx sx + Cy sy),
#   kappa = 3 zeta/(4 De) to first order, De = energy of the xz, yz hole.
# Independent road: 15 electrons in 16 spin-orbitals, Ylm quadrature, diagonalization.
import numpy as np
from math import factorial
from scipy.special import lpmv

rng = np.random.default_rng(1)
ct, wt = np.polynomial.legendre.leggauss(8)
CT, PH = np.meshgrid(ct, 2*np.pi*np.arange(12)/12, indexing='ij')
W = np.repeat(wt[:, None], 12, 1)*2*np.pi/12
ST = np.sqrt(1-CT**2)
x, y, z = ST*np.cos(PH), ST*np.sin(PH), CT
def Y(l, m):
    a = abs(m)
    f = np.sqrt((2*l+1)/(4*np.pi)*factorial(l-a)/factorial(l+a))*lpmv(a, l, CT)*np.exp(1j*a*PH)
    return f if m >= 0 else (-1)**a*f.conj()
lm = [(1, m) for m in (-1, 0, 1)]+[(2, m) for m in range(-2, 3)]
Ys = [Y(*t) for t in lm]
def proj(f):
    f = f/np.sqrt(np.sum(W*f*f))
    return np.array([np.sum(W*q.conj()*f) for q in Ys])
r1 = [np.array([[np.sum(W*p.conj()*c*q) for q in Ys] for p in Ys]) for c in (x, y, z)]
Lp = np.zeros((8, 8), complex)
for j, (l, m) in enumerate(lm):
    if m < l:
        Lp[j+1, j] = np.sqrt(l*(l+1)-m*(m+1))
L1 = [(Lp+Lp.T)/2, (Lp-Lp.T)/2j, np.diag([m for l, m in lm]).astype(complex)]
assert np.allclose(L1[0]@r1[1]-r1[1]@L1[0], 1j*r1[2], atol=1e-12)
names = ['x2-y2', 'xy', 'xz', 'yz', '3z2-r2']
dorb = [proj(f) for f in (x*x-y*y, x*y, x*z, y*z, 3*z*z-1)]
porb = np.array([proj(f) for f in (x, y, z)]).T
I3 = np.eye(3)
def sym(i, j):
    return (np.outer(I3[i], I3[j])+np.outer(I3[j], I3[i]))/np.sqrt(2)
Q = [np.diag([1., -1, 0])/np.sqrt(2), sym(0, 1), sym(0, 2), sym(1, 2), np.diag([-1., -1, 2])/np.sqrt(6)]
for al in range(5):
    num = np.array([porb.conj().T@r1[k]@dorb[al] for k in range(3)]).T
    assert np.allclose(num, np.sqrt(2/5)*Q[al], atol=1e-12)
assert np.allclose(L1[2]@dorb[0], 2j*dorb[1]) and np.allclose(L1[0]@dorb[0], -1j*dorb[3])
assert np.allclose(L1[1]@dorb[0], -1j*dorb[2])

sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
I2 = np.eye(2)
def lift(O):
    # sum_ij O_ij c+_i c_j on determinants labelled by the empty spin-orbital; constant Tr O removed
    M = np.zeros((16, 16), complex)
    for b in range(16):
        occ = (2**16-1) ^ (1 << b)
        for j in range(16):
            if j == b:
                continue
            s1 = (-1)**bin(occ & ((1 << j)-1)).count('1')
            o2 = occ ^ (1 << j)
            for i in (j, b):
                s2 = (-1)**bin(o2 & ((1 << i)-1)).count('1')
                M[b if i == j else j, b] += O[i, j]*s1*s2
    return M-np.trace(O)*np.eye(16)
p, d = slice(0, 6), slice(6, 16)
D = [lift(np.kron(r, I2)) for r in r1]
S = [lift(np.kron(np.eye(8), s/2)) for s in sig]
J = [lift(np.kron(L1[k], I2))+S[k] for k in range(3)]
LS = lift(sum(np.kron(L1[k], sig[k]/2) for k in range(3)))
Pd = [lift(np.kron(np.outer(v, v.conj()), I2))[d, d] for v in dorb]
Sd = [s[d, d] for s in S]
def dstates(E, zeta, h, n):
    H = -sum(E[a]*Pd[a] for a in range(5))+zeta*LS[d, d]-h*sum(n[k]*Sd[k] for k in range(3))
    return np.linalg.eigh(H)[1]
def tens(f, g, M):
    return np.array([[f.conj()@D[a][d, p]@M@D[b][p, d]@g for b in range(3)] for a in range(3)])

Dxy, De, Dz2, D23, Gam, zeta = 1.5, 2.0, 2.5, 20.0, 0.4, 0.1
Hp = (2/3)*D23*LS[p, p]
Ec, Vc = np.linalg.eigh(Hp)
P3 = Vc[:, :4]@Vc[:, :4].conj().T
assert np.ptp(Ec[:4]) < 1e-10 and abs(Ec[4]-Ec[0]-D23) < 1e-10
assert np.allclose(sum(j@j for j in J)[p, p]@P3, 3.75*P3, atol=1e-10)
def G(w, H=Hp):
    return np.linalg.inv((Ec[0]+w+1j*Gam)*np.eye(6)-H)

Elab = [0, Dxy, De, De+0.2, Dz2]     # xz, yz separated only to label the eigenstates
V = dstates(Elab, 0, 0.01, I3[2])
st = [[V[:, 2*a], (Sd[0]-1j*Sd[1])@V[:, 2*a]] for a in range(5)]
for a in range(5):
    assert abs(st[a][0].conj()@Sd[2]@st[a][0]-0.5) < 1e-10
    assert abs(st[a][0].conj()@Pd[a]@st[a][0]+1) < 1e-10
def master(b, a, u, e, g3=1.0, g2=0.0):
    ap, av = Q[b]@u, Q[a]@e
    return (2/15)*((2*g3+g2)*(ap@av)*I2-1j*(g3-g2)*np.tensordot(np.cross(ap, av), sig, 1))
def explicit(b, u, e):
    sx, sy, sz = sig
    cz, dt, t = u[0]*e[1]-u[1]*e[0], u[0]*e[0]+u[1]*e[1], e[1]*sx+e[0]*sy
    return (2/15)*[dt*I2+0.5j*cz*sz, -cz*I2+0.5j*dt*sz,
                   u[2]*e[0]*I2-0.5j*(u[0]*t-u[2]*e[1]*sz),
                   -u[2]*e[1]*I2-0.5j*(u[1]*t-u[2]*e[0]*sz),
                   ((u[1]*e[1]-u[0]*e[0])*I2-0.5j*(2*u[2]*t+(u[0]*e[1]+u[1]*e[0])*sz))/np.sqrt(3)][b]
def same(N, fun, exact):
    F = np.array([[fun(I3[a], I3[b]) for b in range(3)] for a in range(3)]).transpose(2, 3, 0, 1)
    ph = 1 if exact else np.vdot(F, N)/abs(np.vdot(F, N))   # one free orbital phase
    return np.allclose(N, ph*F, atol=1e-11)
def block(b, a, M):
    return np.array([[tens(st[b][s2], st[a][s1], M) for s1 in range(2)] for s2 in range(2)])
for a in range(5):
    for b in range(5):
        assert same(block(b, a, P3), lambda u, e: master(b, a, u, e), a == b)
        for w in (0.0, 7.0, 20.0):
            g3, g2 = 1/(w+1j*Gam), 1/(w-D23+1j*Gam)
            assert same(block(b, a, G(w)), lambda u, e: master(b, a, u, e, g3, g2), a == b)
for b in range(5):
    assert same(block(b, 0, P3), lambda u, e: explicit(b, u, e), b == 0)
# spin along z: flip magnitudes for complex polarizations
u, e = rng.normal(size=(2, 3))+1j*rng.normal(size=(2, 3))
em = e[0]-1j*e[1]
for b, val in enumerate([0, 0, u[0]*em/2, u[1]*em/2, u[2]*em/np.sqrt(3)]):
    assert abs(abs(u@tens(st[b][1], st[0][0], P3)@e)-abs(val)*2/15) < 1e-11
flipz = np.abs(tens(st[0][1], st[0][0], P3)).max()
flipz2 = np.abs(tens(st[4][1], st[4][0], P3)).max()
assert flipz < 1e-12 and flipz2 > 1e-2
# core field keeping C2z keeps the zero; one breaking C2z lifts it
def corefield(m):
    return lift(np.kron(porb@m@porb.conj().T, I2))[p, p]
keep = np.array([[.7, .3, 0], [.3, -.2, 0], [0, 0, -.5]])
assert np.abs(tens(st[0][1], st[0][0], G(0.3, Hp+corefield(keep)))).max() < 1e-11
assert np.abs(tens(st[0][1], st[0][0], G(0.3, Hp+corefield(0.5*sym(0, 2))))).max() > 1e-3
# random spin directions
for _ in range(5):
    n = rng.normal(size=3); n /= np.linalg.norm(n)
    Vn = dstates(Elab, 0, 0.01, n)
    u, e = rng.normal(size=(2, 3))+1j*rng.normal(size=(2, 3))
    A = u@tens(Vn[:, 1], Vn[:, 0], P3)@e
    assert abs(abs(A)-abs(np.cross(u, e)[2])*np.sqrt(1-n[2]**2)/15) < 1e-11
    for b in range(5):
        assert np.abs(tens(Vn[:, 2*b+1], Vn[:, 0], np.eye(6))).max() < 1e-11   # no core spin-orbit
        ap, av = Q[b]@u.real, Q[0]@e.real
        c = np.cross(ap, av)
        nf, sf = [abs(u.real@tens(Vn[:, 2*b+s], Vn[:, 0], P3)@e.real*7.5)**2 for s in (0, 1)]
        assert abs(sf-np.sum(np.cross(n, c)**2)) < 1e-9 and abs(nf-4*(ap@av)**2-(n@c)**2) < 1e-9

# 3d spin-orbit coupling in D4h, doublet quantized along z, phases fixed on the zeta=0 states
Cpat = np.array([[1j*(np.cross(I3[a], I3[b])@np.array([1, 1j, 0])) for b in range(3)] for a in range(3)])
def doublet(zt):
    Vz = dstates([0, Dxy, De, De, Dz2], zt, 1e-6, I3[2])
    ps = []
    for s in range(2):
        o = np.vdot(Vz[:, s], st[0][s]); ps.append(Vz[:, s]*o/abs(o))
    T = 7.5*tens(ps[1], ps[0], P3)
    kap = np.vdot(Cpat, T)/np.vdot(Cpat, Cpat)
    # tolerance 1e-5: the 1e-6 eV aligning field breaks time reversal slightly
    assert np.allclose(T, kap*Cpat, atol=1e-5) and abs(kap.imag) < 1e-8 and np.abs(T[:2, :2]).max() < 1e-8
    wts = [-(ps[0].conj()@Pd[a]@ps[0]).real for a in range(5)]
    return kap.real, T, wts
err = [abs(doublet(t)[0]/(0.75*t/De)-1) for t in (0.01, 0.005)]
assert err[0] < 5*0.01/Dxy and err[1] < 0.6*err[0]
wt0 = doublet(0.005)[2]
assert abs(wt0[1]/(0.005/Dxy)**2-1) < 0.02 and abs((wt0[2]+wt0[3])/(0.5*(0.005/De)**2)-1) < 0.02

ti, sc = np.radians(30), np.radians(150)
to = sc-ti
kin, kout = np.array([np.cos(ti), 0, -np.sin(ti)]), np.array([np.cos(to), 0, np.sin(to)])
pin, pout = np.array([np.sin(ti), 0, np.cos(ti)]), np.array([np.sin(to), 0, -np.cos(to)])
assert abs(kin@kout-np.cos(sc))+abs(kin@pin)+abs(kout@pout) < 1e-12
pols = {'sigma': I3[1], 'pi': pin}
def inten(T, e):
    return sum(abs(u@T@e)**2 for u in (I3[1], pout))
print(f"Dxy={Dxy} eV, De={De} eV, Dz2={Dz2} eV")
print(f"D23={D23} eV, zeta2p={2*D23/3:.4f} eV, Gam={Gam} eV, zeta3d={zeta} eV")
print(f"angles: in {np.degrees(ti):.0f}, out {np.degrees(to):.0f}, scattering {np.degrees(sc):.0f} deg")
print("pi_in =", np.round(pin, 4), " pi_out =", np.round(pout, 4), " sigma = y")
print(f"<px|x|x2-y2> angular = {(porb[:, 0].conj()@r1[0]@dorb[0]).real:.4f}")
print(f"I0 = (2/15)^2/Gam^2 = {(2/15)**2/Gam**2:.4f} R^4/eV^2")
print(f"max flip tensor, spin z, R^2 G3: x2-y2 below 1e-12: {flipz < 1e-12}; 3z2-r2 {flipz2:.4f}")
print("intensity/I0, zeta3d=0: nonflip(z) flip(z) nonflip(x) flip(x)")
Vz, Vx = dstates(Elab, 0, 0.01, I3[2]), dstates(Elab, 0, 0.01, I3[0])
ref = {}
for nm, e in pols.items():
    for b in range(5):
        v = [inten(7.5*tens(U[:, 2*b+s], U[:, 0], P3), e) for U in (Vz, Vx) for s in (0, 1)]
        assert abs(v[0]+v[1]-v[2]-v[3]) < 1e-10
        if b == 0:
            ref[nm] = v[3]
        print(f"{nm:5s} -> {names[b]:6s} "+" ".join(f"{t:.4f}" for t in v))
assert abs(ref['sigma']-np.sin(to)**2/4) < 1e-10 and abs(ref['pi']-np.sin(ti)**2/4) < 1e-10
for th in (0, 30, 60, 90):
    t = np.radians(th)
    U = dstates(Elab, 0, 0.01, [np.sin(t), 0, np.cos(t)])
    print(f"x2-y2 flip/I0, sigma in, spin angle {th} deg: {inten(7.5*tens(U[:, 1], U[:, 0], P3), I3[1]):.4f}")
both = inten(7.5*Gam*tens(Vx[:, 1], Vx[:, 0], G(0.0)), I3[1])/ref['sigma']
assert abs(both-D23**2/(D23**2+Gam**2)) < 1e-9
print(f"flip intensity (L3+L2)/(L3 only) at w=0: {both:.5f}")
kap, T, wts = doublet(zeta)
eta = zeta/De
print(f"eta = zeta3d/De = {eta:.4f}, zeta3d/Dxy = {zeta/Dxy:.4f}")
print(f"kappa first order {0.75*eta:.5f}, exact {kap:.5f}")
print(f"kappa relative error of first order at zeta3d=0.01, 0.005 eV: {err[0]:.5f}, {err[1]:.5f}")
print(f"weight xy: first order {(zeta/Dxy)**2:.5f}, exact {wts[1]:.5f}")
print(f"weight xz+yz: first order {eta**2/2:.5f}, exact {wts[2]+wts[3]:.5f}; x2-y2 {wts[0]:.5f}")
geo = {'sigma': np.cos(to)**2, 'pi': np.cos(ti)**2+np.sin(sc)**2}
for nm, e in pols.items():
    ex = inten(T, e)
    assert abs(ex-kap**2*geo[nm]) < 1e-6
    print(f"{nm} in, spin z, flip/I0: geometry {geo[nm]:.4f}, first order {(0.75*eta)**2*geo[nm]:.6f}, exact {ex:.6f}")
    print(f"{nm} in, ratio to in-plane-spin flip (zeta3d=0): {ex/ref[nm]:.5f}")
print(f"(2 kappa)^2 = ratio at equal |C|: first order {(1.5*eta)**2:.5f}, exact {(2*kap)**2:.5f}")
print("checks complete")
```

Output:

```
Dxy=1.5 eV, De=2.0 eV, Dz2=2.5 eV
D23=20.0 eV, zeta2p=13.3333 eV, Gam=0.4 eV, zeta3d=0.1 eV
angles: in 30, out 120, scattering 150 deg
pi_in = [0.5   0.    0.866]  pi_out = [0.866 0.    0.5  ]  sigma = y
<px|x|x2-y2> angular = 0.4472
I0 = (2/15)^2/Gam^2 = 0.1111 R^4/eV^2
max flip tensor, spin z, R^2 G3: x2-y2 below 1e-12: True; 3z2-r2 0.0444
intensity/I0, zeta3d=0: nonflip(z) flip(z) nonflip(x) flip(x)
sigma -> x2-y2  1.1875 0.0000 1.0000 0.1875
sigma -> xy     1.0000 0.0000 0.7500 0.2500
sigma -> xz     0.0625 0.1875 0.1875 0.0625
sigma -> yz     0.2500 0.2500 0.5000 0.0000
sigma -> 3z2-r2 0.3958 0.0833 0.4167 0.0625
pi    -> x2-y2  0.2500 0.0000 0.1875 0.0625
pi    -> xy     0.2969 0.0000 0.2500 0.0469
pi    -> xz     0.0625 0.0469 0.0625 0.0469
pi    -> yz     0.0156 0.0625 0.0000 0.0781
pi    -> 3z2-r2 0.0833 0.0208 0.0625 0.0417
x2-y2 flip/I0, sigma in, spin angle 0 deg: 0.0000
x2-y2 flip/I0, sigma in, spin angle 30 deg: 0.0469
x2-y2 flip/I0, sigma in, spin angle 60 deg: 0.1406
x2-y2 flip/I0, sigma in, spin angle 90 deg: 0.1875
flip intensity (L3+L2)/(L3 only) at w=0: 0.99960
eta = zeta3d/De = 0.0500, zeta3d/Dxy = 0.0667
kappa first order 0.03750, exact 0.03793
kappa relative error of first order at zeta3d=0.01, 0.005 eV: 0.00236, 0.00121
weight xy: first order 0.00444, exact 0.00416
weight xz+yz: first order 0.00125, exact 0.00113; x2-y2 0.99470
sigma in, spin z, flip/I0: geometry 0.2500, first order 0.000352, exact 0.000360
sigma in, ratio to in-plane-spin flip (zeta3d=0): 0.00192
pi in, spin z, flip/I0: geometry 1.0000, first order 0.001406, exact 0.001438
pi in, ratio to in-plane-spin flip (zeta3d=0): 0.02301
(2 kappa)^2 = ratio at equal |C|: first order 0.00563, exact 0.00575
checks complete
```
